\section*{Hysteresis of a shunted Josephson junction from upward and downward current sweeps}

\section{Two voltages at one current}

A Josephson junction with critical current $100\,\mu$A, capacitance 500 fF and a $12\,\Omega$ shunt is computed at a bias of $50\,\mu$A. If the current has risen from zero, the mean voltage is zero. If it has come down from $130\,\mu$A, the voltage is 0.590 mV. With a $1\,\Omega$ shunt and all else fixed, both sweeps give zero at this bias. This note derives the difference, the damping at which it vanishes, and a scheme that computes both branches.

\section{Scaled equation}

The junction is a lumped element with supercurrent $I_c\sin\phi$, a constant resistance $R$ and a capacitance $C$ in parallel. Noise is absent. In atomic units, $\hbar=e=1$, a pair has charge 2 and the Josephson relation is $V=\dot\phi/2$. Adding the three currents gives
\begin{equation}
\frac C2\ddot\phi+\frac1{2R}\dot\phi+I_c\sin\phi=I .
\end{equation}
Divide by $I_c$ and measure time as $s=\omega_pt$, with $\omega_p^2=2I_c/C$. The first coefficient becomes $C\omega_p^2/(2I_c)=1$, and the second becomes $\alpha=\omega_p/(2I_cR)$. With $i=I/I_c$ and primes for $d/ds$,
\begin{equation}
\phi''+\alpha\phi'+\sin\phi=i,\qquad
\alpha^2=\frac1{2I_cR^2C}=\frac1\beta .
\label{eq:motion}
\end{equation}
Here $\beta$ is the McCumber parameter. The reduced voltage is
\begin{equation}
v=\frac{\langle V\rangle}{I_cR}
=\frac{\omega_p\langle\phi'\rangle}{2I_cR}=\alpha\langle\phi'\rangle .
\end{equation}
Since $\omega_p^2R^2C^2=2I_cR^2C$, also $\beta=(\omega_pRC)^2$. In the example $\omega_p=0.780$ rad/ps. For $12\,\Omega$, $RC=6$ ps and $\beta=(0.780\times6)^2\simeq21.9$; for $1\,\Omega$, $\beta\simeq0.152$.

Equation (\ref{eq:motion}) describes a damped particle in the tilted potential $U=-i\phi-\cos\phi$. Its energy $E=u^2/2+U$, with $u=\phi'$, obeys
\begin{equation}
E'=u(u'-i+\sin\phi)=-\alpha u^2 .
\label{eq:energy}
\end{equation}

\section{The upward branch}

For $0\le i<1$ there is a rest point $\phi_0=\arcsin i$, where $\cos\phi_0=\kappa=\sqrt{1-i^2}$. A small displacement proportional to $e^{\lambda s}$ requires $\lambda^2+\alpha\lambda+\kappa=0$. The roots have sum $-\alpha$ and product $\kappa>0$, so both real parts are negative. The rest point is stable for every $\alpha>0$.

For $i>1$ no rest point exists. Because $i-\sin\phi\ge i-1$, we have $u'\ge(i-1)-\alpha u$. Hence $u$ is eventually no smaller than any value below $(i-1)/\alpha$, and $v\ge i-1>0$. A slow upward sweep therefore switches at $i=1$, whatever the value of $\beta$.

A numerical sweep has finite steps. After a step, the phase rests at the old minimum $\phi_o$ but moves in the new potential. By (\ref{eq:energy}) it cannot escape if
\begin{equation}
U_{\rm new}(\phi_o)<U_{\rm new}(\pi-\arcsin i_{\rm new}),
\label{eq:step}
\end{equation}
where the right side is the top of the barrier. Near $i=1$ put $x=\phi-\pi/2$ and $\epsilon=1-i$. The force is $i-\cos x\simeq-\epsilon+x^2/2$, so $U\simeq\epsilon x-x^3/6$ up to a constant. With $a=\sqrt{2\epsilon}$, the minimum is at $-a$ and the top at $a$, where $U=a^3/3$. The same height recurs at $x=-2a$. The old minimum must lie to the right of that point, hence
\begin{equation}
1-i_{\rm old}<4(1-i_{\rm new})
\end{equation}
at leading order. The grid $0.02,0.06,\ldots,0.98,1.02,\ldots,1.30$ meets this condition: its last step below $I_c$ takes $1-i$ from 0.06 to 0.02. The full inequality (\ref{eq:step}) then holds with a margin of 0.0026 in units of the Josephson energy $E_J=I_c/2$.

\section{The downward branch}

A running orbit has $u>0$ and repeats after each turn. With phase as the independent variable,
\begin{equation}
u\frac{du}{d\phi}=i-\sin\phi-\alpha u .
\label{eq:plane}
\end{equation}
Integration over a turn removes the left side and the sine:
\begin{equation}
2\pi i=\alpha\oint u\,d\phi .
\label{eq:balance}
\end{equation}
The source supplies the energy lost in the resistor.

Two solutions $u_a>u_b>0$ at the same current approach each other. Subtracting their equations gives, for $D=(u_a^2-u_b^2)/2$,
\begin{equation}
\frac{dD}{d\phi}=-\alpha(u_a-u_b)=-\frac{2\alpha D}{u_a+u_b}<0 .
\label{eq:contract}
\end{equation}
Speeds are bounded, because $u$ falls whenever $\alpha u>i+1$. Thus $D\to0$, and there is at most one running orbit at each current.

Now compare running orbits $u_1,u_2$ at currents $i_1>i_2$. Where they meet, $d(u_1-u_2)/d\phi=(i_1-i_2)/u>0$. Their difference could cross zero in one direction only, which a periodic function cannot do. They never meet, and (\ref{eq:balance}) shows that $u_1$ is the upper one. When the current is lowered from $i_1$ to $i_2$, the state starts above $u_2$, cannot cross it, and settles on it by (\ref{eq:contract}). A downward step cannot cause false trapping while a running orbit exists.

If an orbit exists at $i_2$, one exists at every $i_1>i_2$: a solution at $i_1$ started on $u_2$ stays above it, is bounded, and its speeds after successive turns form a monotonic sequence with a positive limit. The running orbits therefore occupy all currents above one value $i_r$. Since they exist for $i>1$, $i_r\le1$.

Below $i_r$ the phase cannot turn for ever. Its speeds after successive turns would again be monotonic and tend to a limit, either a running orbit or a trajectory that just joins the barrier tops. Either would give running orbits at all larger currents, including some below $i_r$, which is a contradiction. If it stops at $\phi_a$, its energy is $U(\phi_a)$; the energy then falls, so the phase never passes $\phi_a$ again and comes to rest. Hysteresis exists when $i_r<1$.

\section{Return current and threshold}

As $i$ falls to $i_r$, the lowest speed on the running orbit tends to zero at the top of the barrier. The limiting trajectory leaves one barrier top and just reaches the next. Near the top $\phi_s=\pi-\arcsin i$, with $x=\phi-\phi_s$,
\begin{align}
i-\sin(\phi_s+x)&=i(1-\cos x)+\kappa\sin x\nonumber\\
&=\kappa x+\tfrac12ix^2+O(x^3).
\end{align}
Insert $u=\lambda x+cx^2$ into (\ref{eq:plane}). Since $u\,du/dx=\lambda^2x+3\lambda cx^2+\cdots$, the first two orders give
\begin{equation}
\lambda_\pm=\frac{-\alpha\pm\sqrt{\alpha^2+4\kappa}}2,\qquad
c=\frac{i}{2(3\lambda+\alpha)} .
\label{eq:manifold}
\end{equation}
The outgoing trajectory uses $\lambda_+$ and $x>0$. The trajectory arriving at the next top uses $\lambda_-$ and $x<0$, and is integrated backward in time. Let $G$ be the outgoing speed minus the arriving speed at a common phase between the tops. Then $G(i_r)=0$.

The sign of $G$ at $i=1$ decides whether there is a loop. If $G>0$, the outgoing trajectory clears the next top. This strict inequality survives a small reduction of $i$, so $i_r<1$. If $G\le0$, the arriving trajectory, traced back one turn, passes the first top with speed $h_0\ge0$. Suppose a running orbit passed both tops with speed $h$; it would lie above the arriving trajectory. Their $D$ would be $(h^2-h_0^2)/2$ at the start and $h^2/2$ at the end. It would not decrease, against (\ref{eq:contract}). No running orbit exists at $i=1$, nor below it, and $i_r=1$.

Smaller $\alpha$ raises the right side of (\ref{eq:plane}), so a running orbit that exists at one damping persists at weaker damping. There is thus one threshold. An adaptive eighth-order Runge--Kutta integration started at $|x|=0.01$, with a bracketing root search for $G(i=1)=0$, gives
\begin{equation}
\alpha_*=1.193,\qquad \beta_*=1/\alpha_*^2=0.703 .
\end{equation}
The loop closes at finite damping. The value $\beta=1$ is on the hysteretic side.

\section{The sweep algorithm}

The state $(\phi,u)$ is carried from each current to the next. Resetting it would erase the history that selects the branch.

\begin{verbatim}
hold(phi, u, i):
  advance by RK4 for time T_settle
  target = next multiple of 2 pi above phi
  repeat until 6 crossings are found:
    if no crossing for time T_wait:
      return v = 0, phi, u
    take one RK4 step of length h
    if phi has passed target:
      find the substep q that lands on target
      store its time; target += 2 pi
  v = alpha * 10 pi / (last - first time)
  return v, phi, u

phi = u = 0
for i in grid:           v_up[i],   phi, u = hold(...)
for i in reversed(grid): v_down[i], phi, u = hold(...)
\end{verbatim}

RK4 is the classical fourth-order Runge--Kutta method. The substep is found by Newton's iteration $q\leftarrow q+(\text{target}-\phi(q))/u(q)$, where each $\phi(q)$ is a fresh RK4 step from the state before the crossing. Timing whole turns removes the error of a window that cuts through a turn. The target only moves forward, so ringing about a rest point is not counted as rotation.

The example uses $h=0.05$, $T_{\rm settle}=100$ and $T_{\rm wait}=120$, in units of $1/\omega_p$. To gauge the step, take $4\,\Omega$ and $i=1.2$, start at $\phi=u=0$, and compare the phase at $s=1,2,\ldots,20$ with a much more accurate adaptive solution. The largest error is $1.5\times10^{-5}$ rad for $h=0.1$ and $1.0\times10^{-6}$ rad for $h=0.05$. The ratio is near the factor $2^4$ expected of a fourth-order method.

\paragraph{Stability.} For strong damping the fast decay rate is about $\alpha$. RK4 multiplies such a mode by $1+z+z^2/2+z^3/6+z^4/24$, with $z=-\alpha h$. The magnitude stays below one for $0<\alpha h<2.785$. At $1\,\Omega$, $\alpha h=0.13$. For weak damping accuracy sets the limit instead: the phase advances by about $ih/\alpha$ per step, or 0.30 rad at $12\,\Omega$ and $i=1.3$.

\paragraph{Cost.} A zero-voltage hold takes $(100+120)/0.05=4400$ steps, each with four sine evaluations. A sweep pair has 66 holds. At strong damping and fixed $i$, relaxation times grow as $\alpha$ while the stable step shrinks as $1/\alpha$, so the work grows as $\alpha^2=1/\beta$. At weak damping the settling time grows as $1/\alpha$ and, if the phase advance per step is kept fixed, the step shrinks as $\alpha$, so the work grows as $\beta$.

\paragraph{Failure modes.} A jump from rest at $i=0$ directly to 0.95 violates (\ref{eq:step}). At $12\,\Omega$ the computed junction then runs with $v=0.949$, although a fine upward sweep would leave it at rest. A grid point at $i=1$ is also unsuitable, because the rest point is then only marginal.

A waiting time that is too short reports a slow rotation as zero voltage. The slowest rotation on this grid is at $1\,\Omega$ and $i=1.02$, where $v=0.202$ and the period is $2\pi\alpha/v\simeq80$, below 120. Close above $i_r$ the period also grows. Near a barrier top the growing part of the motion is $be^{\lambda_+s}$, so a small initial $b$ needs a time of order $\lambda_+^{-1}\ln(1/b)$ to leave. This growth is only logarithmic: at $10^{-6}I_c$ above $i_r$ no turn takes longer than about 26 at $4\,\Omega$ or 18 at $12\,\Omega$, so a wait of 120 still suffices there.

\section{Three limits}

\paragraph{Weak damping.} As $\alpha\to0$, $i_r\to0$ and the limiting trajectory tends to that of the undamped, untilted potential. Its energy is that of the top, $u^2/2-\cos\phi=1$, so $u=2\cos(\phi/2)$ for $-\pi<\phi<\pi$. Then $\oint u\,d\phi=[4\sin(\phi/2)]_{-\pi}^{\pi}=8$, and (\ref{eq:balance}) gives
\begin{equation}
i_r\simeq\frac{4\alpha}{\pi}=\frac4{\pi\sqrt\beta}.
\end{equation}
At $\beta=100$ this is 0.1273, against 0.1270 from $G=0$. At $12\,\Omega$ it is 0.272 against 0.269.

\paragraph{Strong damping.} Put $g=\alpha u$ and $f=i-\sin\phi$, with $i>1$. Equation (\ref{eq:plane}) becomes $\beta gg_\phi+g=f$, where subscripts are derivatives. Expanding $g=f+\beta g_1+\beta^2g_2+\cdots$ gives
\begin{align}
g_1&=-ff_\phi,\\
g_2&=-(fg_1)_\phi=2ff_\phi^2+f^2f_{\phi\phi}.
\end{align}
The reciprocal to the same order is
\begin{align}
\frac1g&=\frac1f-\beta\frac{g_1}{f^2}
+\beta^2\left(\frac{g_1^2}{f^3}-\frac{g_2}{f^2}\right)\nonumber\\
&=\frac1f+\beta\frac{f_\phi}{f}
-\beta^2\left(\frac{f_\phi^2}{f}+f_{\phi\phi}\right).
\end{align}
Over a turn the $\beta$ term integrates to zero, being the derivative of $\ln f$, and so does $f_{\phi\phi}$. Let $w=\sqrt{i^2-1}$. With $t=\tan(\phi/2)$,
\begin{equation}
\oint\frac{d\phi}{f}=\int_{-\infty}^{\infty}\frac{2\,dt}{i(1+t^2)-2t}
=\frac{2\pi}{w}.
\end{equation}
Since $\cos^2\phi=(i-\sin\phi)(i+\sin\phi)-w^2$, the remaining integral is $\oint f_\phi^2/f\,d\phi=2\pi i-2\pi w$. Hence
\begin{align}
v&=\frac{2\pi}{\oint d\phi/g}=\frac1{1/w-\beta^2(i-w)}\nonumber\\
&\simeq w+\beta^2w^2(i-w).
\label{eq:strong}
\end{align}
The substitution $\phi\to\pi-\phi$ preserves $f$ and reverses the sign of $\beta$ in the equation for $g$. The period series is therefore even in $\beta$, and the next term is of order $\beta^4$. At $i=1.5$ the predicted coefficient is 0.4775. Integration with $h=0.02$ gives $(v-w)/\beta^2=0.4799$ at $\beta=0.05$ and 0.4781 at 0.025.

\paragraph{Fast rotation.} Let $\tau=s/\alpha$, so that $\beta\phi_{\tau\tau}+\phi_\tau+\sin\phi=i$ and $v=\langle\phi_\tau\rangle$. For $\beta v^2\gg1$ write $\phi=v\tau+\delta$ with small $\delta$. The oscillating part obeys $\beta\delta_{\tau\tau}+\delta_\tau=-\sin v\tau$. Try $\delta=A\cos v\tau+B\sin v\tau$. The cosine terms give $B=\beta vA$; the sine terms give $\beta v^2B+vA=1$. Thus $A=1/[v(1+\beta^2v^2)]$. The mean of the equation of motion is $i-v=\langle\sin\phi\rangle\simeq\langle\delta\cos v\tau\rangle=A/2$, so
\begin{equation}
i-v\simeq\frac1{2v(1+\beta^2v^2)} .
\end{equation}
At $12\,\Omega$ and $i=0.98$ this is 0.00111, as is the integrated difference. The alternating currents in the capacitance and the resistor have the ratio $\beta v$, here about 21, so the capacitance carries most of the alternating current, and the mean supercurrent is small.

\section{Reading the sweeps}

With $I_c$ and $C$ fixed, the return currents from $G$ (its root, or 1 where $G\le0$ at $i=1$) and the grid intervals in which the downward sweep loses its voltage are:

\begin{center}
\begin{tabular}{cccc}
$R$ ($\Omega$)&$\beta$&$i_r$&interval\\
1&0.152&1&0.98--1.02\\
2&0.608&1&0.98--1.02\\
4&2.43&0.734&0.70--0.74\\
12&21.9&0.269&0.26--0.30
\end{tabular}
\end{center}

All four upward sweeps switch between 0.98 and 1.02. For 1 and $2\,\Omega$ the two branches agree within $10^{-10}I_cR$. At $12\,\Omega$ the return current is $26.9\,\mu$A. At $98\,\mu$A the rising branch has zero voltage and the falling one 1.175 mV; at $102\,\mu$A both have 1.223 mV. At $1\,\Omega$ and $130\,\mu$A the voltage is 0.0839 mV, and (\ref{eq:strong}) gives 0.0838 mV.

A $2.5\,\Omega$ shunt has $\beta=0.950$, between $\beta_*$ and 1. Its return current is $0.973I_c$. At $0.9866I_c$, midway in the loop, a junction started at rest stays there, while one started with $u=3$ keeps running at $v=0.395$, or 0.099 mV.

\section{Real junctions}

The parameters are rough typical values for shunted tunnel junctions of single-flux-quantum logic at 4.2 K: $1\,{\rm kA/cm^2}$, $50\,{\rm fF}/\mu{\rm m}^2$ and $10\,\mu{\rm m}^2$. Denser processes reach roughly ten times this current density. The $12\,\Omega$ shunt is deliberately too large for such logic. Within the model, $\beta\propto R^2$ puts the largest shunt without a loop at $\sqrt{0.703/0.152}\simeq2.15\,\Omega$, for this $I_c$ and $C$.

The absence of thermal noise is an assumption that can fail here. The barrier is $U(\pi-\arcsin i)-U(\arcsin i)$, or
\begin{equation}
\Delta U=2E_J\left(\sqrt{1-i^2}-i\arccos i\right),
\end{equation}
with $E_J=0.205$ eV, while $k_BT=3.62\times10^{-4}$ eV. Take $\omega_p/2\pi$ as an upper estimate of the attempt rate. One escape in a 1 ms dwell then requires $\Delta U/k_BT=\ln(\omega_p\times1\,{\rm ms}/2\pi)\simeq18.6$, which gives $i\simeq0.93$. This lowering of 7\% exceeds the 2.7\% width of the $2.5\,\Omega$ loop, so noise may hide that loop. The curvature at the barrier top gives the frequency $\omega_b=\sqrt\kappa\,\omega_p\le\omega_p$. Tunnelling through a parabolic barrier falls as $\exp(-2\pi\Delta E/\hbar\omega_b)$ with the energy deficit $\Delta E$, and thermal escape as $\exp(-\Delta E/k_BT)$. They match at $T=\hbar\omega_b/2\pi k_B$, which is at most $\hbar\omega_p/2\pi k_B=0.95$ K, below the operating temperature.

The largest swept voltage, 1.56 mV, is below a rough gap voltage of 2.8 mV; above the gap a constant $R$ would fail. The supercurrent amplitude also depends on voltage. For equal gaps at zero temperature, tunnelling theory makes it 7\% larger than its static value at half the gap voltage, and singular at the gap voltage. At the top of the $12\,\Omega$ curve this hardly matters: in the model, a supercurrent amplitude 10\% larger lowers the mean voltage there by only about $10^{-4}$ mV. Shunt wiring can matter at lower voltages. At the angular frequency $2eI_cR/\hbar$, 1 pH in series has a reactance of $0.30R$ and raises the magnitude of the shunt impedance by about 5\%. To first order in the inductance $L$, the shunt current is $V/R-(L/R^2)\dot V$, so the wiring acts as a reduction of $C$ by $L/R^2$. At $4\,\Omega$ this is 62.5 fF, or 12.5\% of $C$. It lowers the effective $\beta$ by the same fraction and so raises the return current. This form requires $L/R^2$ to be well below $C$. At $1\,\Omega$ it would exceed $C$, and the shunt current then needs its own differential equation. At $2.5\,\Omega$ the reduction is 160 fF and the effective $\beta$ is about 0.65, below $\beta_*$, so 1 pH can remove most or all of that narrow loop. The exact shift of the threshold is not computed here. The junction's own subgap conductance, which adds to that of the shunt and depends on voltage, is left out, as are self-heating and the frequency dependence of the supercurrent.
